# Hashin-Shtrikman bounds for a planar dielectric with equal phase areas

## Problem

A composite dielectric is built from air, with relative permittivity $k_a=1$, and a dense phase with $k_b=4$. The structure does not vary along $z$, and the electric field lies in the $xy$ plane. Each phase covers half of that plane. Both phases are linear, isotropic and lossless, the fields are quasistatic, and the sample is much larger than the details of its structure. The effective in-plane permittivity is isotropic: it is one number $k^*$.

(a) Derive a lower and an upper bound on $k^*$ that use the area fractions and no other detail of the geometry, and evaluate them.

(b) Find the product of the two bounds, and the condition on the area fractions under which it equals $k_ak_b$.

(c) Show that neither bound can be improved.

(d) Apply the result to a porous silica film between two metal lines, and estimate what the model leaves out.

## Solution

### Energy and mean fields

Let the structure repeat with a large periodic cell, and let $\langle\cdot\rangle$ be the mean over the cell. Apply a unit mean field first along $x_1$ and then along $x_2$. The local fields are $\mathbf e_i=\nabla u_i$ with $u_i=x_i+w_i$, where $w_i$ is periodic. (The usual minus sign of the potential is absorbed in $u_i$.) The displacement $\mathbf D_i=k\mathbf e_i$, in units of $\varepsilon_0$, has no divergence, and $\langle\mathbf D_i\rangle=k^*\langle\mathbf e_i\rangle$ defines $k^*$.

Integration by parts gives $\langle\mathbf D_i\cdot\nabla w_i\rangle=0$, so

$$\langle k|\mathbf e_i|^2\rangle=\langle\mathbf D_i\rangle\cdot\langle\mathbf e_i\rangle=k^* .$$

Put the two fields into the rows of a matrix, $E_{ij}=\partial_j u_i$. Then $\langle E\rangle$ is the unit matrix, and the sum of the two energies is

$$\langle k|E|^2\rangle=2k^*,\qquad |E|^2=\sum_{ij}E_{ij}^2. \tag{1}$$

Isotropy enters here. Without it, the right side would be the sum of two different principal permittivities.

### A quantity that does not depend on the structure

The determinant of $E$ is

$$\det E=1+\partial_1w_1+\partial_2w_2+\partial_1(w_1\partial_2w_2)-\partial_2(w_1\partial_1w_2).$$

In the last two terms the mixed second derivatives cancel, which leaves $\partial_1w_1\partial_2w_2-\partial_2w_1\partial_1w_2$, as required. All terms after the 1 are derivatives of periodic functions. Interfaces add nothing, because the flux through them contains $w_1$ and the tangential derivative of $w_2$, and both are continuous. Hence

$$\langle\det E\rangle=1. \tag{2}$$

Now split the matrix into a rotation with scaling, $a$, and a traceless symmetric part, $b$:

$$E=\begin{pmatrix}a_1+b_1&b_2-a_2\\ b_2+a_2&a_1-b_1\end{pmatrix}.$$

Squaring the entries and adding, the cross terms cancel. The determinant follows by direct multiplication:

$$|E|^2=2(|a|^2+|b|^2),\qquad \det E=|a|^2-|b|^2. \tag{3}$$

Since $\langle E\rangle$ is the unit matrix, $\langle a_1\rangle=1$, while $a_2$, $b_1$ and $b_2$ have zero mean.

### (a) The lower bound

Add $2k_a\langle\det E\rangle=2k_a$ to equation (1), insert (3), and divide by 2:

$$k^*+k_a=\big\langle(k+k_a)|a|^2+(k-k_a)|b|^2\big\rangle. \tag{4}$$

Because $k_a$ is the smaller permittivity, the $b$ term is not negative. Dropping it and $a_2^2$ can only lower the right side:

$$k^*+k_a\ge\langle(k+k_a)a_1^2\rangle.$$

The Cauchy-Schwarz inequality, applied to the factors $\sqrt{k+k_a}\,a_1$ and $1/\sqrt{k+k_a}$, gives

$$1=\langle a_1\rangle^2\le\langle(k+k_a)a_1^2\rangle\left\langle\frac1{k+k_a}\right\rangle .$$

The two inequalities together yield

$$k^*\ge L=\left\langle\frac1{k+k_a}\right\rangle^{-1}-k_a. \tag{5}$$

For the given phases the mean is $0.5/2+0.5/5=0.35=7/20$, and therefore

$$L=\frac{20}{7}-1=\frac{13}{7}=1.857.$$

### (a) The upper bound

Let $R$ turn a vector by a quarter turn, $R(v_1,v_2)=(-v_2,v_1)$. The curl of $R\mathbf D$ is $\partial_1D_1+\partial_2D_2=0$, so $\mathbf e'=R\mathbf D$ is a valid electric field. The divergence of $R\mathbf e$ is $-(\partial_1e_2-\partial_2e_1)=0$, so $\mathbf D'=R\mathbf e$ is a valid displacement. Locally $\mathbf D'=\mathbf e'/k$, and for the means $\langle\mathbf D'\rangle=\langle\mathbf e'\rangle/k^*$. Thus a medium with local permittivity $1/k$ has the effective permittivity $1/k^*$.

Apply (5) to this reciprocal medium, whose smaller permittivity is $1/k_b$, and take the reciprocal of both positive sides:

$$\frac{1}{1/k^*+1/k_b}\le\left\langle\frac{1}{1/k+1/k_b}\right\rangle .$$

For any $q$,

$$\frac1{1/q+1/k_b}=\frac{qk_b}{q+k_b}=k_b-\frac{k_b^2}{q+k_b}.$$

Use this with $q=k^*$ on the left and $q=k$ on the right. Cancelling $k_b$ and dividing by $-k_b^2$ reverses the inequality:

$$\frac1{k^*+k_b}\ge\left\langle\frac1{k+k_b}\right\rangle
\quad\Longrightarrow\quad
k^*\le U=\left\langle\frac1{k+k_b}\right\rangle^{-1}-k_b. \tag{6}$$

The mean is now $0.5/5+0.5/8=0.1625=13/80$, so

$$U=\frac{80}{13}-4=\frac{28}{13}=2.154.$$

Isotropy is essential. Flat layers of equal thickness have $k=1.600$ for a field across them and $2.500$ for a field along them, and both values lie outside the interval.

### (b) The product

Direct multiplication gives

$$LU=\frac{13}{7}\cdot\frac{28}{13}=4=k_ak_b .$$

For the general condition, let the area fractions be $f_a$ and $f_b=1-f_a$, and write $S=k_a+k_b$ and $\Delta=k_b-k_a$, so that $2k_a=S-\Delta$ and $2k_b=S+\Delta$. Then

$$\left\langle\frac1{k+k_a}\right\rangle=\frac{f_a}{2k_a}+\frac{f_b}{S}=\frac{f_aS+f_b(S-\Delta)}{2k_aS}=\frac{S-f_b\Delta}{2k_aS},$$

$$\left\langle\frac1{k+k_b}\right\rangle=\frac{f_a}{S}+\frac{f_b}{2k_b}=\frac{f_a(S+\Delta)+f_bS}{2k_bS}=\frac{S+f_a\Delta}{2k_bS}.$$

Inversion and subtraction of $k_a$ or $k_b$ lead to

$$L=k_a\frac{S+f_b\Delta}{S-f_b\Delta},\qquad U=k_b\frac{S-f_a\Delta}{S+f_a\Delta}.$$

The product equals $k_ak_b$ when $(S+f_b\Delta)(S-f_a\Delta)=(S-f_b\Delta)(S+f_a\Delta)$. The terms $S^2$ and $-f_af_b\Delta^2$ are common to both sides, and what remains is $2S\Delta(f_b-f_a)=0$. For two different phases the condition is therefore $f_a=f_b$. At an air fraction of 0.45 the product is 4.564, and at 0.55 it is 3.506.

The reason is the quarter turn. Multiply the reciprocal medium by $k_ak_b$: its local permittivity becomes $k_b$ where it was $k_a$, and the reverse. Exchanging the phases thus changes $k^*$ into $k_ak_b/k^*$. With equal areas the exchanged structure obeys the same area constraint, so the smallest and largest possible values form a pair with product $k_ak_b$. A structure that exchange merely shifts, such as a checkerboard, must have $k^*=\sqrt{k_ak_b}=2$.

**Weak and strong contrast.** For equal areas put $\delta=\Delta/S$, so that $k_a=S(1-\delta)/2$ and $k_b=S(1+\delta)/2$. Over a common denominator,

$$U-L=\frac S2\,\frac{(1+\delta)(1-\delta/2)^2-(1-\delta)(1+\delta/2)^2}{1-\delta^2/4}.$$

The first product in the numerator is $1-\tfrac34\delta^2+\tfrac14\delta^3$. The second is the same with $\delta\to-\delta$. Their difference is $\delta^3/2$, hence

$$U-L=\frac{S\delta^3}{4-\delta^2}.$$

For weak contrast the interval closes as the cube of the contrast, so the geometry hardly matters once isotropy and the areas are fixed. Here $S=5$ and $\delta=0.6$ give a width of $0.297$, about 15% of the central value 2. For $k_b\gg k_a$, in contrast, $L\to3k_a$ while $U\to k_b/3$, and the bounds say little.

### (c) Both bounds are attained

Take a disc of radius $R_0$ with a core of radius $c$, where $c^2=R_0^2/2$, so that core and shell have equal areas. Their permittivities are $k_c$ and $k_s$. Outside is a medium $k_0$ with the undisturbed potential $r\cos\theta$. Inside, the potential is $Ar\cos\theta$ in the core and $(Br+C/r)\cos\theta$ in the shell. Continuity of potential and normal displacement requires

$$A=B+\frac C{c^2},\qquad k_cA=k_s\left(B-\frac C{c^2}\right),$$

$$B+\frac C{R_0^2}=1,\qquad k_s\left(B-\frac C{R_0^2}\right)=k_0.$$

The first pair gives $B=A(k_s+k_c)/(2k_s)$ and $C/c^2=A(k_s-k_c)/(2k_s)$. Since $C/R_0^2=C/(2c^2)$, the second pair becomes

$$1=A\,\frac{3k_s+k_c}{4k_s},\qquad k_0=A\,\frac{k_s+3k_c}{4},$$

so that

$$A=\frac{4k_s}{3k_s+k_c},\qquad k_0=k_s\frac{k_s+3k_c}{3k_s+k_c}.$$

A dense core in an air shell gives $k_0=13/7=L$. An air core in a dense shell gives $k_0=4\cdot7/13=28/13=U$.

Such a disc can replace a piece of the medium $k_0$ without disturbing the field outside it. Replace more and more of the medium by discs of this kind, of ever smaller sizes, until in the limit no area is left. The effective permittivity stays $k_0$ throughout, so both bounds are reached.

This agrees with the inequalities used in (a). With a dense core, $A=0.5714$ and $B=1.4286$. In the core $E$ is $A$ times the unit matrix, so $a_2=0$ and $b=0$ there. In the shell the factor $k-k_a$ vanishes, and the $C/r$ part of the potential contributes to $b$ alone. The product $(k+k_a)a_1$ is $5\times0.5714=2.857$ in the core and $2\times1.4286=2.857$ in the shell. This constancy is the condition for equality in Cauchy-Schwarz.

**Computed structures.** A finite-element solution minimizes the energy over a restricted set of fields, so it gives a value not below $k^*$. Solving the phase-exchanged cell and dividing 4 by the result gives a value not above $k^*$. For a square array of dense discs with stepped edges, $k^*$ lies between 1.8945 and 1.8957, about 2% above $L$. The exchanged array, air pores in the dense phase, lies between 2.1101 and 2.1113, about 2% below $U$. Most of this distance comes from the coarse steps, with only 16 squares along the cell side. With smooth circles the two values are 1.866 and 2.144, about 0.5% from the bounds. Eight random cells with fourfold symmetry all lie between 1.935 and 2.039. The checkerboard is enclosed between 1.994 and 2.006, consistent with 2.

### (d) A porous silica film

Consider a silica film with cylindrical pores normal to the wafer, between two metal lines that apply a lateral field. Rough inputs are a skeleton permittivity of 4, half porosity, pores 4 nm wide, a line spacing of 40 nm and a bias of 0.7 V. Away from the line edges the capacitance per sidewall area is $\varepsilon_0k^*/s$, where $s$ is the spacing. At the lower bound this is

$$\frac{8.854\times10^{-12}\ \mathrm{F/m}\times1.857}{40\times10^{-9}\ \mathrm m}=4.11\times10^{-4}\ \mathrm{F/m^2}=0.411\ \mathrm{fF/\mu m^2}.$$

At the upper bound it is 0.477 fF/μm². Fringe fields at the line edges are left out and would add to the capacitance of real lines. Separate pores in a connected skeleton resemble the air-core structure, so a value near the upper bound is the more reasonable estimate.

Real porous films depart from this model in several ways. For example, the pores may lie along the surface or form a three-dimensional network. The following estimates change one assumption at a time.

- **Direction and dimension.** A field along the pores sees $k=2.5$. Coated spheres with equal volumes of the two phases have 2.000 with a dense core and 2.286 with an air core, so a three-dimensional structure can exceed the planar upper bound.
- **Composition.** An air fraction of 0.45 moves the bounds to 1.985 and 2.299. A skeleton permittivity of 4.2 moves them to 1.889 and 2.224.
- **Few cells.** A pore with its share of silica forms a disc of diameter $4/\sqrt{0.5}=5.66$ nm, so about seven cells span the gap. If half a cell at each line is given a permittivity between 1.6 and 2.5, a film at the upper bound shows 2.05 to 2.20. This is a rough estimate.
- **Water.** A film of water 0.3 nm thick on the pore walls raises the air-core value from 2.15 to 3.2 if the water has $k=10$, and to 7.1 if it has the bulk-like value 80. Both permittivities are assumptions. With a third phase present the two-phase bounds no longer apply. With these assumed values this is the largest change in the list, but its size depends on the assumption. An isotropic layer with $k=2$ gives only 2.32, and a layer with $k=2$ normal to the wall and 10 along it gives 3.09. The estimate shows that adsorbed water can remove much of the gain from porosity; it does not predict the value for a real film.
- **Local fields.** The mean field is 0.175 MV/cm. In the air-core structure the silica field peaks at $1.231\times0.175=0.215$ MV/cm, far below the rough 10 MV/cm at which dense silica breaks down. In a regular array the factor depends on the direction of the field. For round pores on a square lattice it is about 1.44 with the field along a lattice axis, because the narrow walls then concentrate the field, but only about 1.07 with the field along a diagonal. The margin remains large. An electron crossing a pore gains $1.231\times(0.7/40)\times4=0.086$ eV, far below a gas ionization energy of roughly 12 eV. Linear response is therefore reasonable here, though defects and leakage paths are not covered by this comparison.

The silica wall between two touching cells is $5.66-4=1.66$ nm thick, only about ten Si–O bond lengths. Equal discs cannot fill the plane without gaps, so equal pores at half porosity have still thinner walls in places: 1.39 nm at the thinnest point in a hexagonal array. Assigning a bulk permittivity to so thin a wall is itself an approximation, and its error is not estimated here. The third decimal of the bounds belongs to the mathematical problem, not to the film. Further computed values are in the numerical output.

## Table of computed values

```
phase permittivities: 1 and 4 (relative)
area fraction of each phase: 0.50
exact lower and upper bounds: 13/7 and 28/13
lower bound: 1.857
upper bound: 2.154
product of bounds: 4.000000
mean of 1/(k+1): 0.3500
mean of 1/(k+4): 0.1625
coated discs, dense core: k* = 1.857143
coated discs, air core: k* = 2.153846
dense core, A in core and shell: 0.5714, 1.4286
(k+1)*A in core and shell: 2.8571, 2.8571
stepped dense disc, k* between 1.8945 and 1.8957
stepped air pore, k* between 2.1101 and 2.1113
exchange product minus 4, three meshes: 0.0209, 0.0071, 0.0024
8 random cells, smallest lower certificate: 1.9353
8 random cells, largest upper certificate: 2.0382
checkerboard, k* between 1.9943 and 2.0057
laminate, field across and along layers: 1.600, 2.500
pore diameter: 4.0 nm; cell diameter: 5.66 nm
wall between neighbouring pores: 1.66 nm
line spacing: 40 nm; bias: 0.7 V
mean field: 0.175 MV/cm
ideal capacitance at lower bound: 0.411 fF/um2
ideal capacitance at upper bound: 0.477 fF/um2
coated spheres in 3D, k*: 2.000 and 2.286
field along the pores, k: 2.500
porosity 0.45: bounds 1.985, 2.299; product 4.564
porosity 0.55: bounds 1.740, 2.015; product 3.506
skeleton k = 4.2: bounds 1.889, 2.224; product 4.200
cells across the gap: 7.1
upper bound with edge layers (rough): 2.053 to 2.197
water film thickness: 0.3 nm
wet pores, water k = 10 and 80: k* = 3.21 and 7.05
pore field / mean field, air core: 1.231
peak air field / mean field, dense core: 2.286
peak silica field, air core: 0.215 MV/cm
rough silica breakdown field (input): 10 MV/cm
electron energy gain across a pore: 0.086 eV
rough gas ionization energy (input): 12 eV
```
